Specular neutron reflectivity and uniform out-of-plane magnetisation

**Question**

I am planning polarised-neutron reflectometry on a continuous film with perpendicular anisotropy, saturated along its normal. Roughly, M = 600 kA/m and the thickness is 20 nm. The neutrons are polarised along the same normal.

My reasoning was that the film contains an induction μ₀M = 0.754 T and the space outside contains none. One spin state should therefore meet a higher potential in the film than the other, and the two reflectivities should differ strongly. A calculation that keeps the full magnetisation vector gives two identical curves instead. The neutron has a magnetic moment and the film is magnetised along that moment, so where has the interaction gone? Is there any way in which the normal magnetisation can still affect the data?

**Answer**

The induction you put into the film is not there. A neutron responds to B, and a laterally uniform film magnetised along its normal has the same normal B inside as outside. The demagnetising field cancels the magnetisation in B, so there is no magnetic potential step to reflect from. Indirect effects remain, and they can be separated from this cancellation.

**What the neutron responds to**

Let z point into the sample, with the film between z = 0 and z = d. Let ρ(z) be the nuclear scattering-length density (SLD), and σ the vector of Pauli matrices. The neutron's moment is opposite to its spin, so its magnetic energy is −μ·B = +|μₙ| σ·B. The Schrödinger equation is

−(ħ²/2m) ∇²Ψ + (2πħ²/m) ρΨ + |μₙ| σ·B Ψ = 𝓔Ψ.

Assume that ρ and B depend on z alone. The wavevector k∥ along the surface is then conserved, and this is what I mean by specular. Write Ψ = exp(i k∥·r∥) ψ(z) and multiply the equation by −2m/ħ²:

ψ″ + [E − 4πρ − 4πC σ·B] ψ = 0,

E = 2m𝓔/ħ² − k∥²,  C = m|μₙ|/(2πħ²).

The factor C follows from 2m|μₙ|/ħ² = 4πC. Its value is 2.316 × 10⁻⁴ nm⁻² per tesla, so C times an induction acts as a magnetic SLD. The field that matters is B. Neither M nor H appears by itself.

**Continuity of the normal induction**

Consider a flat box with one face of area S just above an interface and the other just below it. There are no magnetic monopoles, so the total flux out of the box is zero. As the box height goes to zero, the flux through its sides vanishes, leaving

S (B_z,below − B_z,above) = 0.

Hence B_z is continuous at each interface. Between interfaces, div B = 0 reads

∂B_x/∂x + ∂B_y/∂y + dB_z/dz = 0.

The first two terms vanish in a laterally uniform film, so B_z is constant there too. Joining the regions gives

B_z(z) = B₀

everywhere, where B₀ is the uniform applied normal induction. This also holds for a graded M_z(z), because the argument never used a constant magnetisation. From B = μ₀(H + M),

H_z(z) = B₀/μ₀ − M_z(z).

It is H_z that jumps at the surface, by the amount needed to keep B_z continuous.

The same result follows from magnetic surface charges. For M along +z, the charge density M·n is −M on the upper face and +M on the lower one. An infinite sheet of charge density s produces a field of size |s|/2 on each side, pointing away from a positive sheet and towards a negative one. Inside the film both sheets give −M/2, so H_z = −M. Outside, their fields cancel. With no applied field, B_z = μ₀(−M + M) = 0 inside and B_z = 0 outside. Summing these sheet fields numerically for your film gave a largest |B_z| of zero to the printed precision.

The in-plane components behave differently. In a static film without free currents, curl H = 0. Its y component is ∂H_x/∂z − ∂H_z/∂x = 0, and lateral uniformity removes the second term. H_x is therefore constant in depth, and so is H_y by the same argument. With no in-plane applied field both are zero, and

B∥ = μ₀M∥.

In-plane magnetisation therefore produces a step in B, whereas normal magnetisation does not.

**The reflectivity follows**

Inserting these fields into the wave equation gives

ψ″ + [E − 4πρ − 4πCμ₀ σ·M∥ − 4πCB₀σ_z] ψ = 0.

M_z has disappeared. At fixed M∥(z), ρ(z), B₀ and incident k_z, the specular reflectivity cannot depend on it.

Now let M∥ = 0. For a neutron with spin s = ±1 along z and normal wavevector k_z just above the film,

E = k_z² + 4πCB₀s.

The film contains the same Zeeman term, so it cancels:

ψₛ″ + [k_z² + 4πCB₀s − 4πρ − 4πCB₀s] ψₛ = ψₛ″ + [k_z² − 4πρ] ψₛ = 0.

Both spin states obey the non-magnetic equation. Nothing couples them, so there is no spin flip. The comparison is at equal k_z in the field just above the sample. If the beam enters the field through a gradient along z, the two spins can arrive with different k_z. That is a property of the field region, not of the film's magnetisation.

**Reflectivity of one layer**

For numbers we need the amplitude for a uniform layer on a substrate. Let k₀ = q/2 and k_j² = k₀² − 4πρ_j, with j = 1 for the film and j = 2 for the substrate. The waves are

above: exp(ik₀z) + r exp(−ik₀z)

film: a exp(ik₁z) + b exp(−ik₁z)

substrate: t exp[ik₂(z − d)].

Continuity of ψ and ψ′ at z = d gives

a exp(ik₁d) + b exp(−ik₁d) = t,

k₁[a exp(ik₁d) − b exp(−ik₁d)] = k₂t.

Eliminating t gives

X ≡ b/a = r₁₂ exp(2ik₁d),  r₁₂ = (k₁ − k₂)/(k₁ + k₂).

At z = 0 the conditions are 1 + r = a(1 + X) and k₀(1 − r) = k₁a(1 − X). Eliminating a,

r = [k₀(1 + X) − k₁(1 − X)] / [k₀(1 + X) + k₁(1 − X)].

Collect the terms in X and divide top and bottom by k₀ + k₁:

r = (r₀₁ + X)/(1 + r₀₁X),  r₀₁ = (k₀ − k₁)/(k₀ + k₁).

The reflectivity is R = |r|².

**Your film, with and without the false step**

Take a film SLD of 4.50 × 10⁻⁴ nm⁻² and a substrate SLD of 2.10 × 10⁻⁴ nm⁻². At q = 0.20 nm⁻¹, k₀ = 0.100 nm⁻¹ and

k₁² = 0.0100 − 4π(4.50 × 10⁻⁴) = 0.00435 nm⁻²,

k₂² = 0.0100 − 4π(2.10 × 10⁻⁴) = 0.00736 nm⁻².

Thus k₁ = 0.0659 nm⁻¹ and k₂ = 0.0858 nm⁻¹. The interface amplitudes are r₀₁ = 0.205 and r₁₂ = −0.131, and the phase 2k₁d is 2.64 rad. The layer formula gives R = 0.102 for both spins.

The mistaken calculation adds a magnetic SLD

ρₘ = Cμ₀M = (2.316 × 10⁻⁴)(0.754) = 1.746 × 10⁻⁴ nm⁻²

to the film for one spin and subtracts it for the other. The corresponding false potential step is 45.5 neV. With R₊ and R₋ for spin along +z and −z, and A = (R₊ − R₋)/(R₊ + R₋), the results are:

q = 0.20 nm⁻¹: correct R₊ = R₋ = 0.102; mistaken R₊ = 0.265, R₋ = 0.0182, A = 0.87

q = 0.30 nm⁻¹: correct R₊ = R₋ = 0.00418; mistaken R₊ = 0.0151, R₋ = 0.00122, A = 0.85

q = 0.40 nm⁻¹: correct R₊ = R₋ = 0.00121; mistaken R₊ = 0.00181, R₋ = 0.00049, A = 0.57

The low mistaken R₋ at q = 0.20 nm⁻¹ can be traced. The subtraction leaves a film SLD of 2.75 × 10⁻⁴ nm⁻², which is closer to both the vacuum and substrate values. Then k₁ = 0.0809 nm⁻¹, r₀₁ falls to 0.106 and r₁₂ shrinks to −0.030. Both interfaces reflect weakly.

The mistaken values do describe a real situation: the same film magnetised in its plane, with neutrons polarised along that in-plane direction and no applied field. There B has a genuine step μ₀M. Assigning that step to normal magnetisation violates div B = 0.

Smooth interfaces do not restore the signal. I calculated a graded film with a nuclear interface width of 0.5 nm and a magnetic profile with its own 1 nm widths, its edges set 1 nm inside the nuclear ones. At q = 0.20 nm⁻¹ the spin asymmetry was below 10⁻⁹ in magnitude for normal magnetisation. Turning the same magnetic profile into the plane gave A = 0.86.

**When the magnetisation tilts**

Let M make an angle θ with the normal, and let its in-plane part point along x. At B₀ = 0 the potential is

4π[ρ + ρₘ sin θ σ_x].

Spin states along ±x see SLDs ρ ± ρₘ sin θ. Call their layer amplitudes r₊ and r₋. The operator with these eigenvalues is

r̂ = (r₊ + r₋)/2 + σ_x(r₊ − r₋)/2.

For a neutron polarised along +z, σ_x reverses the spin. Hence

R(non-flip) = |r₊ + r₋|²/4,

R(flip) = |r₊ − r₋|²/4.

At θ = 30°, M∥ = 300 kA/m and M_z = 520 kA/m. The flip reflectivity at q = 0.20 nm⁻¹ is 0.0111. The larger component, M_z, contributes nothing to it.

A normal applied field changes this number, because B₀σ_z does not commute with σ_x. It also changes the outgoing normal wavevector. For a + to − flip, conservation of E gives

k_f² − 4πCB₀ = k_i² + 4πCB₀,

so k_f² = k_i² + 8πCB₀. At 1 T and k_i = 0.100 nm⁻¹, k_f = 0.126 nm⁻¹. The flipped beam leaves at a different angle although k∥ is conserved. The flip reflectivity must now be counted as a flux ratio, |r|² k_f/k_i. With ρ and M∥ held fixed, |r|² = 0.00477 and the flip reflectivity becomes 0.00600. Removing the 520 kA/m normal component leaves this value unchanged. The applied induction affects spin flip here, but M_z still does not.

This gives an indirect route to the normal magnetisation. If the magnitude M is known and reflectivity determines M∥, then |M_z| = √(M² − M∥²) for a uniform film. The sign of M_z remains undetermined.

Small misalignment matters in practice. A 1° tilt leaves M∥ = 600 sin 1° ≈ 10.5 kA/m. With polarisation along that component, A = 0.022 at q = 0.20 nm⁻¹. This is more than sin 1° times the fully in-plane value, 0.0175 × 0.87 = 0.015, so the asymmetry is not proportional to M∥ over the whole range. A weak asymmetry from a nominally perpendicular film may therefore come from a slight tilt, but only if the polarisation also has a component along M∥. With the polarisation exactly along the normal and no field, the same tilt gives no asymmetry and a flip reflectivity of only 1.4 × 10⁻⁵. With the polarisation 1° off the normal towards M∥, A is about 4 × 10⁻⁴.

**Where lateral uniformity is needed**

Suppose the film contains domains described by M_z = M₁ cos(Gx). For this paragraph put z = 0 at mid-depth. The faces at z = ±d/2 carry charges ±M₁ cos(Gx). The potential of a sheet with charge s cos(Gx) must obey Laplace's equation away from the sheet and decay with distance |h|. Its normal field must also jump by the charge density. This gives

H_z = (s/2) sgn(h) exp(−G|h|) cos(Gx).

At mid-depth each face contributes −(M₁/2) exp(−Gd/2) cos(Gx). Adding M_z gives

B_z = μ₀M₁[1 − exp(−Gd/2)] cos(Gx).

For a 200 nm period, Gd/2 = π(20/200) = 0.314, and the crest induction is 27% of μ₀M₁. At 2000 nm it is 3.1%. As the period grows, the cancellation of the uniform film returns.

The connection with scattering is clearest in Fourier space. Let K = (G, 0, q), and consider a component of M_z with this wavevector. Since curl H = 0, H is parallel to K. The condition K·(H + M) = 0 fixes it:

H = −K(K·M)/K².

With M along z, K·M = qM_z, and therefore

B_z = μ₀M_z[1 − q²/(G² + q²)] = μ₀M_z G²/(G² + q²).

The factor vanishes for G = 0 and q ≠ 0, which is the specular case. This is the rule that magnetic scattering sees the part of M perpendicular to the momentum transfer. For the 200 nm pattern at q = 0.20 nm⁻¹ the factor is 0.024. The same H also gives a lateral component, B_x = −μ₀M_z Gq/(G² + q²), whose magnitude here is 0.15 of μ₀M_z. The scattering from both components is displaced sideways by G. A q near 0.20 nm⁻¹ is compatible with this G only when G lies across the beam. Along the beam, k_z² changes by about 2k∥G, roughly 2 nm⁻² at a wavelength of 0.18 nm, far more than the incident 0.01 nm⁻².

Averaging div B = 0 over a periodic pattern removes the lateral derivatives, so d⟨B_z⟩/dz = 0. The lateral stray field is the x derivative of a periodic potential, so its average is zero as well. To first order in the magnetic potential, domains therefore do not produce a specular signal from their normal magnetisation. At higher order, scattering out by G and back again can alter the specular beam. I have not sized that contribution.

**Finite samples and real films**

A real film has a rim. Uniform normal magnetisation is equivalent to a current M per unit height around it. Integrating the on-axis field of a current loop over the thickness of a disc of radius R_d gives, at the centre,

B_z = (μ₀MR_d²/2) ∫ dz′/(R_d² + z′²)^(3/2), from −d/2 to d/2.

The antiderivative of the integrand is z′/[R_d²√(R_d² + z′²)], so

B_z = μ₀M(d/2)/√(R_d² + d²/4) ≈ μ₀Md/(2R_d) for d ≪ R_d.

For R_d = 10 mm this is 0.754 μT, one millionth of μ₀M. Even if all of it is treated as a step at the film surfaces, the asymmetry at q = 0.20 nm⁻¹ is about 10⁻⁶. The output labels this a bound, but it is not one, because the centre is where B_z is smallest. Averaged over the whole disc, B_z/(μ₀M) ≈ [d/(πR_d)][ln(8R_d/d) − 1/2] = 9.4 × 10⁻⁶, and the same treatment then gives an asymmetry of about 10⁻⁵.

Near the rim, at a distance s with d ≪ s ≪ R_d, the rim acts as a straight wire carrying current Md:

B_z ≈ μ₀Md/(2πs).

It reaches 1% of μ₀M at s = 20/(2π × 0.01) = 318 nm. The strip closer to the rim occupies a fraction 2s/R_d = 6.4 × 10⁻⁵ of the sample area.

Patterning a film into small elements breaks the infinite-film assumption. For a disc of 20 nm radius and 2 nm thickness, the formula above gives a central induction of 5% of μ₀M; at 20 nm thickness it gives 45%. These are local fields, not predicted specular asymmetries. The result for your film should not be carried over to an array of such elements without treating lateral scattering.

Some neglected effects change the common reflectivity without creating spin contrast. At q = 0.20 nm⁻¹, relative to the sharp, lossless film:

Nuclear interface widths of 0.5 nm change R by about −0.6%.

Absorption changes R by −0.13%. This assumes 75 atoms per nm³ and a mean cross-section of 20 barn at 0.18 nm, both rough values. A boron-containing film absorbs much more: a mean cross-section of 170 barn changes R by about −1%.

A magnetostrictive thickness strain of 10⁻⁴, with the film area fixed and the SLD reduced to conserve atoms, changes R by −0.026%.

The last effect is a second indirect route. Rotating M can strain the film, and the neutron can then detect the altered nuclear profile. It is much smaller here than the asymmetry from a 1° tilt seen with in-plane polarisation.

The model also takes the nuclear SLD to be independent of neutron spin. In a real film the hyperfine field slightly polarises nuclei that have spin, along the axis of M. Their spin-dependent scattering length is not restricted to the part perpendicular to the momentum transfer, so this route does give spin contrast for normal magnetisation. With rough values for ⁵⁹Co (25 atoms per nm³, hyperfine field 21 T, incoherent scattering length −6.2 fm), |A| at q = 0.20 nm⁻¹ is about 5 × 10⁻⁵ at 300 K and 1.5 × 10⁻³ at 10 K.

For your measurement, a saturated normal state should give equal R₊ and R₋ at equal k_z, within this model. To obtain a direct magnetic signal, turn part of M into the plane. With the polarisation exactly along the normal and no applied field, a small tilt of M causes equal spin flip for both spins and no splitting. If a splitting appears in the nominally normal state, check whether the two spins arrive with equal k_z, and whether both M and the polarisation have in-plane components. If a normal field is applied, a tilt of M alone can also split the two reflectivities, because the Zeeman term then makes the two spin states inequivalent. This splitting is second order in the tilt: at 1 T and q = 0.20 nm⁻¹ the non-flip asymmetry is 0.059 for a 30° tilt but only 7 × 10⁻⁵ for 1°. With no applied field, a 1° tilt of M gives an asymmetry of about 2% at q = 0.20 nm⁻¹ when the polarisation lies fully along the in-plane component, and less when it is only partly along it. The numerical output below lists the remaining values.

Computed values

```
Magnetisation: 600 kA/m; film thickness: 20 nm
Film nuclear SLD: 4.50 x 1e-4 nm^-2
Substrate nuclear SLD: 2.10 x 1e-4 nm^-2
Coefficient C: 2.3160 x 1e-4 nm^-2/T
mu0 M: 0.7540 T
Mistaken magnetic SLD: 1.7463 x 1e-4 nm^-2
Mistaken potential step: 45.47 neV
Largest B_z from charge sum: 0.0e+00 T
q in nm^-1; R and asymmetry A are dimensionless
q=0.20: nonmagnetic R=1.01618e-01
  correct R+=1.01618e-01, R-=1.01618e-01
  mistaken R+=2.65038e-01, R-=1.81811e-02
  mistaken A=+0.8716
q=0.25: nonmagnetic R=2.63193e-02
  correct R+=2.63193e-02, R-=2.63193e-02
  mistaken R+=8.34608e-02, R-=4.77568e-03
  mistaken A=+0.8918
q=0.30: nonmagnetic R=4.18208e-03
  correct R+=4.18208e-03, R-=4.18208e-03
  mistaken R+=1.51204e-02, R-=1.21683e-03
  mistaken A=+0.8510
q=0.40: nonmagnetic R=1.20997e-03
  correct R+=1.20997e-03, R-=1.20997e-03
  mistaken R+=1.80918e-03, R-=4.90575e-04
  mistaken A=+0.5734
Following sizes use q=0.20 nm^-1
30 deg tilt: in-plane M=300.0 kA/m
30 deg tilt: normal M=519.6 kA/m
Flip R (+ to -), zero field: 1.1064e-02
Flip R (+ to -), 1 T normal: 6.0047e-03
Same, M_z removed: 6.0047e-03
1 deg tilt, in-plane polarisation: A=+0.02153
Sample radius: 10 mm
Central B_z of finite disc: 0.754 uT
Bound on its asymmetry: 1.2e-06
Edge distance for B_z = 1% of mu0 M: 318 nm
Area fraction nearer the edge: 6.4e-05
Domain period 200 nm: B_z/(mu0 M1)=0.2696
Domain period 2000 nm: B_z/(mu0 M1)=0.0309
Projection factor, 200 nm period: 0.02408
Roughness 0.5 nm: R change -0.60%
Graded in-plane control: A=+0.8612
Absorption input: 20 barn at 0.18 nm
Atomic density for absorption: 75 nm^-3
Absorption: R change -0.126%
Strain 1e-04: R change -0.0260%
```
